# Rytov dispersion, folded doublets and acoustic minigaps of a two-layer superlattice: a numerical check

```python
# Acoustic waves along the axis of a periodic two-layer superlattice.
# Result under test (Rytov dispersion):
#   cos(q d) = cos(a) cos(b) - (ZA/ZB + ZB/ZA)/2 * sin(a) sin(b),
#   a = w tA, b = w tB, with transit times tA, tB and impedances Z = rho*v,
# and its minigaps near w = n pi/t (t = tA + tB), for small R:
#   gap_n = 4 |R| |sin(n pi tA/t)| / t,   R = (ZB - ZA)/(ZB + ZA).
# Independent road: finite elements for -rho w^2 u = (C u')' with Bloch
# boundary conditions, C = rho v^2.  w is an angular frequency in rad/s.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.optimize import brentq

pi = np.pi
ORDER, ELEMENTS_PER_LAYER = 6, 4


def bloch_frequencies(layers, qd, count=6):
    """Lowest angular frequencies from finite elements, phase qd per period."""
    nodes = -np.cos(pi * np.arange(ORDER + 1) / ORDER)
    coef = np.linalg.inv(leg.legvander(nodes, ORDER))
    x, weight = leg.leggauss(ORDER + 2)
    shape = leg.legvander(x, ORDER) @ coef
    slope = leg.legvander(x, ORDER - 1) @ leg.legder(coef)
    mass_ref = shape.T @ (weight[:, None] * shape)
    stiff_ref = slope.T @ (weight[:, None] * slope)
    size = ORDER * ELEMENTS_PER_LAYER * len(layers)
    mass = np.zeros((size + 1, size + 1))
    stiff = np.zeros_like(mass)
    start = 0
    for rho, v, thickness in layers:
        h = thickness / ELEMENTS_PER_LAYER
        for _ in range(ELEMENTS_PER_LAYER):
            part = slice(start, start + ORDER + 1)
            mass[part, part] += rho * h / 2 * mass_ref
            stiff[part, part] += rho * v**2 * 2 / h * stiff_ref
            start += ORDER
    join = np.zeros((size + 1, size), dtype=complex)
    join[:size, :size] = np.eye(size)
    join[size, 0] = np.exp(1j * qd)
    k = join.conj().T @ stiff @ join
    m = join.conj().T @ mass @ join
    values = eigh(k, m, eigvals_only=True)
    return np.sqrt(np.maximum(values[:count], 0))


def parameters(layers):
    (ra, va, da), (rb, vb, db) = layers
    za, zb = ra * va, rb * vb
    return za, zb, da / va, db / vb, (zb - za) / (zb + za)


def rytov_rhs(w, layers):
    za, zb, ta, tb, _ = parameters(layers)
    return (np.cos(w * ta) * np.cos(w * tb)
            - 0.5 * (za / zb + zb / za) * np.sin(w * ta) * np.sin(w * tb))


def rytov_roots(layers, qd, count):
    _, _, ta, tb, _ = parameters(layers)
    grid = np.linspace(1e-4, 7 * pi, 4001) / (ta + tb)

    def f(w):
        return rytov_rhs(w, layers) - np.cos(qd)
    val = f(grid)
    hits = np.where(val[:-1] * val[1:] < 0)[0][:count]
    return np.array([brentq(f, grid[i], grid[i + 1], xtol=1.0, rtol=1e-14)
                     for i in hits])


def exact_edges(layers, n):
    """Gap edges from sin(w t/2) = +-R sin(w tm/2), cosines for odd n."""
    _, _, ta, tb, R = parameters(layers)
    t, tm = ta + tb, ta - tb
    trig = np.sin if n % 2 == 0 else np.cos
    half = (2 * np.arcsin(abs(R)) + 1e-6) / t
    edges = [brentq(lambda w: trig(w * t / 2) - s * R * trig(w * tm / 2),
                    n * pi / t - half, n * pi / t + half,
                    xtol=1.0, rtol=1e-14) for s in (1, -1)]
    return np.sort(edges)


def element_edges(layers, n):
    return bloch_frequencies(layers, 0.0 if n % 2 == 0 else pi)[n - 1:n + 1]


def linear_gap(layers, n):
    _, _, ta, tb, R = parameters(layers)
    return 4 * abs(R * np.sin(n * pi * ta / (ta + tb))) / (ta + tb)


def gap_centre(layers, n):
    _, _, ta, tb, R = parameters(layers)
    t = ta + tb
    return n * pi / t + R**2 * (ta - tb) / t**2 * np.sin(2 * pi * n * ta / t)


def doublet(layers, m, qd):
    _, _, ta, tb, _ = parameters(layers)
    root = np.hypot(qd / (ta + tb), linear_gap(layers, 2 * m) / 2)
    return gap_centre(layers, 2 * m) + np.array([-root, root])


sample = [(5000.0, 5000.0, 5e-9), (3500.0, 6000.0, 3e-9)]
ZA, ZB, tA, tB, R0 = parameters(sample)
t, tm = tA + tB, tA - tB
d = sample[0][2] + sample[1][2]


def with_reflection(R):
    """Same speeds and thicknesses; density of B adjusted to give R."""
    rho_b = ZA * (1 + R) / (1 - R) / sample[1][1]
    return [sample[0], (rho_b, sample[1][1], sample[1][2])]


# Dispersion and its two half-angle forms against finite elements.
worst = 0.0
for layers in (sample, with_reflection(0.5)):
    R = parameters(layers)[4]
    for qd in (0.2 * pi, 0.5 * pi, 0.9 * pi):
        w = bloch_frequencies(layers, qd, 5)
        roots = rytov_roots(layers, qd, 5)
        assert len(roots) == 5
        worst = max(worst, np.max(np.abs(w / roots - 1)))
        s_form = np.sin(w * t / 2)**2 - R**2 * np.sin(w * tm / 2)**2
        c_form = np.cos(w * t / 2)**2 - R**2 * np.cos(w * tm / 2)**2
        assert np.allclose(s_form, (1 - R**2) * np.sin(qd / 2)**2, atol=1e-6)
        assert np.allclose(c_form, (1 - R**2) * np.cos(qd / 2)**2, atol=1e-6)
assert worst < 1e-7

# Exact edges, upper bound on the gap, and the closed third gap.
for layers in (sample, with_reflection(0.5)):
    bound = 4 * np.arcsin(abs(parameters(layers)[4])) / t
    for n in (1, 2, 3, 4):
        fe = element_edges(layers, n)
        assert np.allclose(fe, exact_edges(layers, n), rtol=1e-7, atol=0)
        assert fe[1] - fe[0] < bound
    closed = element_edges(layers, 3)
    assert (closed[1] - closed[0]) * t < 1e-6

# Equal transit times: the first gap reaches the bound.
rho_b = ZA * 3 / 6000.0
quarter = [sample[0], (rho_b, 6000.0, 6000.0 * tA)]
fe = element_edges(quarter, 1)
R = parameters(quarter)[4]
assert abs((fe[1] - fe[0]) / (4 * np.arcsin(abs(R)) / (2 * tA)) - 1) < 1e-7

# Equal impedances but different speeds: no gap, straight folded line.
matched = with_reflection(0.0)
for n in (1, 2, 3, 4):
    fe = element_edges(matched, n)
    assert (fe[1] - fe[0]) * t < 1e-6
w = bloch_frequencies(matched, 0.2 * pi, 5)
line = np.array([0.2, 1.8, 2.2, 3.8, 4.2]) * pi / t
assert np.allclose(w, line, rtol=1e-7, atol=0)

# Small-R gap law: prefactor, order of its correction, and centre shift.
for n in (1, 2, 4):
    excess = []
    for R in (0.05, 0.10):
        layers = with_reflection(R)
        fe = element_edges(layers, n)
        excess.append((fe[1] - fe[0]) / linear_gap(layers, n) - 1)
        if R == 0.05:
            shift = fe.mean() - n * pi / t
            predicted = gap_centre(layers, n) - n * pi / t
            assert abs(shift / predicted - 1) < 0.02
    assert abs(excess[0]) < 0.01
    assert abs(excess[1] / excess[0] - 4) < 0.3

# Doublet formula: error must fall eightfold when qd and R are halved.
errors = []
for scale in (1.0, 0.5):
    layers = with_reflection(0.1 * scale)
    fe = bloch_frequencies(layers, 0.4 * scale)[1:3]
    errors.append(np.max(np.abs(fe - doublet(layers, 1, 0.4 * scale))) * t)
assert 6.5 < errors[0] / errors[1] < 9.5

# Long-wave speed: finite elements, closed form, and averaged medium.
v_long = d * np.sqrt(1 - R0**2) / np.sqrt(t**2 - R0**2 * tm**2)
v_fe = bloch_frequencies(sample, 0.05)[0] * d / 0.05
mean_rho = sum(r * x for r, v, x in sample) / d
mean_compliance = sum(x / (r * v**2) for r, v, x in sample) / d
assert abs(v_fe / v_long - 1) < 1e-5
assert abs(v_long * np.sqrt(mean_rho * mean_compliance) - 1) < 1e-12


def slab_reflection(layers, w):
    """Reflected amplitude of one layer A embedded in B (interface equations)."""
    za, zb, ta, _, _ = parameters(layers)
    p = np.exp(1j * w * ta)
    # unknowns: reflected, forward in A, backward in A, transmitted
    matrix = np.array([[1, -1, -1, 0], [-zb, -za, za, 0],
                       [0, p, 1 / p, -1], [0, za * p, -za / p, -zb]])
    return abs(np.linalg.solve(matrix, np.array([-1, -zb, 0, 0]))[0])


# Bragg picture: gap * t = 2 * (reflected amplitude of one layer).
weak = with_reflection(0.02)
for n in (1, 2, 4):
    r = slab_reflection(weak, n * pi / t)
    fe = element_edges(weak, n)
    assert abs(r / (2 * 0.02 * abs(np.sin(n * pi * tA / t))) - 1) < 2e-3
    assert abs((fe[1] - fe[0]) * t / (2 * r) - 1) < 2e-3

GHz = 2 * pi * 1e9
for name, (rho, v, x) in zip("AB", sample):
    print(f"layer {name}: density {rho:.0f} kg/m^3, speed {v:.0f} m/s, "
          f"thickness {x*1e9:.1f} nm")
print(f"period d = {d*1e9:.1f} nm")
print(f"impedances ZA = {ZA:.3e}, ZB = {ZB:.3e} kg/(m^2 s)")
print(f"transit times tA = {tA*1e12:.3f}, tB = {tB*1e12:.3f}, "
      f"t = {t*1e12:.3f} ps")
print(f"reflection coefficient R = {R0:.5f}")
print(f"mismatch epsilon = {abs(ZB-ZA)/np.sqrt(ZA*ZB):.5f}")
print(f"coefficient (ZA/ZB+ZB/ZA)/2 = {(ZA/ZB+ZB/ZA)/2:.6f}")
print(f"folded-line speed d/t = {d/t:.2f} m/s")
print(f"long-wave speed: formula {v_long:.2f}, elements {v_fe:.2f} m/s")
print("gaps, frequencies w/2pi in GHz:")
print("n  n/(2t)    lower     upper     gap     linear law  elements gap")
for n in (1, 2, 3, 4):
    lo, hi = exact_edges(sample, n) / GHz
    fe = element_edges(sample, n) / GHz
    print(f"{n}  {n/(2*t)/1e9:8.3f}  {lo:8.3f}  {hi:8.3f}  "
          f"{abs(hi-lo):6.3f}  {linear_gap(sample, n)/GHz:6.3f}  "
          f"{abs(fe[1]-fe[0]):6.3f}")
for n in (1, 2):
    print(f"centre shift n={n}: R^2 formula "
          f"{(gap_centre(sample, n)-n*pi/t)/GHz:.4f}, exact "
          f"{(exact_edges(sample, n).mean()-n*pi/t)/GHz:.4f} GHz")
qd = 0.2 * pi
print(f"doublet m=1 at qd = 0.2 pi, q = {qd/d:.4e} rad/m, in GHz:")
for label, pair in (("folded line, R=0", np.array([2*pi-qd, 2*pi+qd]) / t),
                    ("doublet formula", doublet(sample, 1, qd)),
                    ("Rytov relation", rytov_roots(sample, qd, 3)[1:]),
                    ("finite elements", bloch_frequencies(sample, qd)[1:3])):
    print(f"  {label}: {pair[0]/GHz:.3f}, {pair[1]/GHz:.3f}, "
          f"splitting {(pair[1]-pair[0])/GHz:.3f}")
print("first gap at fixed transit times, in GHz:")
print("R     ZB/ZA   elements  linear law  ratio")
for R in (0.05, 0.1, 0.2, 0.4, 0.8):
    layers = with_reflection(R)
    fe = element_edges(layers, 1)
    ex = exact_edges(layers, 1)
    assert np.allclose(fe, ex, rtol=1e-7, atol=0)
    gap, lin = (fe[1] - fe[0]) / GHz, linear_gap(layers, 1) / GHz
    print(f"{R:.2f}  {(1+R)/(1-R):.4f}  {gap:8.3f}  {lin:8.3f}  {gap/lin:.5f}")
print(f"largest relative deviation, Rytov vs elements: {worst:.1e}")
print(f"doublet error ratio on halving qd and R: {errors[0]/errors[1]:.2f}")
print("success")
```

It prints:

```
layer A: density 5000 kg/m^3, speed 5000 m/s, thickness 5.0 nm
layer B: density 3500 kg/m^3, speed 6000 m/s, thickness 3.0 nm
period d = 8.0 nm
impedances ZA = 2.500e+07, ZB = 2.100e+07 kg/(m^2 s)
transit times tA = 1.000, tB = 0.500, t = 1.500 ps
reflection coefficient R = -0.08696
mismatch epsilon = 0.17457
coefficient (ZA/ZB+ZB/ZA)/2 = 1.015238
folded-line speed d/t = 5333.33 m/s
long-wave speed: formula 5315.36, elements 5315.36 m/s
gaps, frequencies w/2pi in GHz:
n  n/(2t)    lower     upper     gap     linear law  elements gap
1   333.333   317.107   349.095  31.988  31.961  31.988
2   666.667   650.905   682.893  31.988  31.961  31.988
3  1000.000  1000.000  1000.000   0.000   0.000   0.000
4  1333.333  1317.107  1349.095  31.988  31.961  31.988
centre shift n=1: R^2 formula -0.2316, exact -0.2323 GHz
centre shift n=2: R^2 formula 0.2316, exact 0.2323 GHz
doublet m=1 at qd = 0.2 pi, q = 7.8540e+07 rad/m, in GHz:
  folded line, R=0: 600.000, 733.333, splitting 133.333
  doublet formula: 598.343, 735.454, splitting 137.111
  Rytov relation: 598.495, 735.331, splitting 136.837
  finite elements: 598.495, 735.331, splitting 136.837
first gap at fixed transit times, in GHz:
R     ZB/ZA   elements  linear law  ratio
0.05  1.1053    18.383    18.378  1.00028
0.10  1.2222    36.796    36.755  1.00112
0.20  1.5000    73.843    73.511  1.00452
0.40  2.3333   149.830   147.021  1.01911
0.80  9.0000   324.549   294.042  1.10375
largest relative deviation, Rytov vs elements: 3.8e-09
doublet error ratio on halving qd and R: 8.42
success
```
